# The Asaro–Tiller–Grinfeld instability of a stressed film, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Energetics and the critical wavelength

### What dimensions and symmetry fix

Linear elasticity contains no length of its own. A stressed solid with a free surface has a strain energy density $w_0$, in J/m³, and a surface energy $\gamma$, in J/m². Their ratio $\gamma/w_0$ is a length. For a given kind of loading, all elastic energies in linear elasticity scale in proportion to $w_0$, so Young's modulus does not enter separately. If no other length enters, any wavelength that separates stable from unstable ripples must be

$$\lambda_c=C\,\frac{\gamma}{w_0},$$

where the number $C$ can depend on Poisson's ratio $\nu$ and on how the solid is loaded. The film thickness $h_0$ is a second length. It drops out when film and substrate have equal elastic moduli, as is shown below.

More can be said before any elastic problem is solved. Let the surface carry a small ripple $a\cos kx$. The flat state is unchanged by a shift along $x$, so to first order in $a$ the response has the same wavenumber $k$. It is also unchanged by $x\to-x$, so a scalar response such as the energy density at the surface is a multiple of $\cos kx$, with no sine part. The elastic response is proportional to $w_0$ and to $a$, and the dimensionless quantity that can be made from $a$ without another length is $ka$. Curvature supplies a surface term $\gamma k^2a$. The energy needed to add unit volume at the surface therefore changes by

$$\left(\gamma k^2-c\,w_0k\right)a\cos kx ,$$

with $c$ a pure number. If $c>0$, the bracket is negative for $k<k_c=cw_0/\gamma$: moving material from the troughs to the crests lowers the energy, and the ripple can grow. Transport along the surface contributes a factor $k^2$, as Part II shows, so the growth rate is proportional to $k^3(k_c-k)$. This peaks at $k=3k_c/4$, that is, at $4/3$ of the critical wavelength, whatever the value of $c$.

What remains is to find the sign and size of $c$. For equal biaxial stress the result will be $c=2(1+\nu)$.

### The flat film

The film lies on a thick substrate to which it is coherently bonded: the lattice planes continue through the interface without dislocations. Both are isotropic and linear, with the same Young modulus $E$ and Poisson ratio $\nu$. The axis $z$ points out of the solid, and tension is positive. Strains $\varepsilon_{ij}$ in the film are elastic strains, measured from the film's own stress-free state. The mismatch with the substrate imposes

$$\varepsilon_{xx}=\varepsilon_{yy}=e_0 .$$

The substrate is so much thicker than the film that it neither bends nor stretches noticeably, and its stress is set to zero.

The top surface is free, so $\sigma_{zz}=0$ in the flat film. In-plane symmetry gives $\sigma_{xx}=\sigma_{yy}=\sigma_0$. Hooke's law for the $x$ direction then reads

$$e_0=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
=\frac{(1-\nu)\sigma_0}{E},
\qquad
\sigma_0=\frac{E e_0}{1-\nu}.$$

The energy density is half the sum of stress times strain. The two in-plane directions contribute equally, and the $z$ direction contributes nothing because its stress vanishes:

$$w_0=\tfrac12(\sigma_0e_0+\sigma_0e_0)=\sigma_0e_0
=\frac{E e_0^2}{1-\nu}=\frac{(1-\nu)\sigma_0^2}{E}.$$

The energy is even in $e_0$, so compressed and stretched films will behave alike in this model.

### Chemical potential of a stressed surface

Let the surface be $z=h(x)$, unchanged along $y$. Per unit length along $y$, the total energy is

$$F[h]=\int\gamma\sqrt{1+h'^2}\,dx+U[h],$$

where a prime means $d/dx$ and $U[h]$ is the elastic energy after the solid of that shape has come to mechanical equilibrium. This assumes that elastic relaxation is fast compared with the motion of atoms. The surface energy $\gamma$ is taken as independent of orientation, strain and film thickness.

Change the shape by a small $\eta(x)$. The surface term changes by

$$\int\gamma\frac{h'\eta'}{\sqrt{1+h'^2}}\,dx
=-\int\gamma\left(\frac{h'}{\sqrt{1+h'^2}}\right)'\eta\,dx
=\int\gamma\kappa\,\eta\,dx,
\qquad
\kappa=-\frac{h''}{(1+h'^2)^{3/2}} .$$

The first equality is integration by parts; the end terms cancel for periodic shapes. The curvature $\kappa$ is positive on a crest.

The elastic term changes for two reasons. First, a sliver of height $\eta$ is added, carrying the energy density $w$ found at the surface; this gives $\int w\,\eta\,dx$. Second, the displacements readjust by an amount of order $\eta$. Before the change, however, the elastic energy was at its minimum with respect to the displacements. Its slope in those directions was zero, and on the new shape the slope is itself of order $\eta$. Readjustment therefore alters the energy by order $\eta^2$, which is dropped. The outer boundaries are held fixed, so no external work enters. Hence

$$\delta F=\int(\gamma\kappa+w)\,\eta\,dx .$$

An atom of volume $\Omega$ added at the surface costs

$$\mu=\Omega(\gamma\kappa+w),$$

apart from a constant that does not affect transport within the film. The added atom must take up the strained lattice of the film, which is why $w$ is measured from the film's stress-free state.

The elastic part of this statement is not limited to small ripples. It was tested on a ripple with $a=3$ nm and $k=0.1$ nm⁻¹, so $ka=0.3$. A finite-element solution on the true wavy shape gave $-0.01765$ GPa both for the slope of the elastic energy per area with respect to $a$ and for the surface average of $w\cos kx$.

### Boundary condition on the rippled surface

From here on, put $z=0$ at the mean surface and let $h=a\cos kx$, with $ka\ll1$ and $a<h_0$. The second condition keeps the surface inside the film. Write the stress as the flat value plus a change $\delta\sigma_{ij}$ of first order in $ka$.

The outward normal is proportional to $(-h',0,1)$. A free surface transmits no force, so

$$-\sigma_{xx}h'+\sigma_{xz}=0,\qquad
-\sigma_{xz}h'+\sigma_{zz}=0 .$$

In the first equation $h'$ is already of first order, so $\sigma_{xx}$ may be replaced by $\sigma_0$. In the second, $\sigma_{xz}h'$ is of second order. Evaluating the small changes at $z=0$ instead of $z=h$ makes a further second-order error, and the flat stress is uniform in the film, so moving the point of evaluation does not alter it. To first order,

$$\delta\sigma_{xz}=\sigma_0h'=-\sigma_0ka\sin kx,\qquad
\delta\sigma_{zz}=0\qquad(z=0).$$

A rippled film therefore responds like a flat one whose surface is pulled sideways by a shear force.

The interface plays no part in this response. The mismatch strain is fixed in the material and cancels when the flat state is subtracted. The changes of stress and strain then obey the same Hooke law above and below the interface, with continuous displacement and continuous force across it. They are the fields of a uniform half-space. This is why $h_0$ drops out at first order.

### The elastic field

The ripple causes no displacement along $y$, so $\delta\varepsilon_{yy}=0$. Hooke's law for that direction gives

$$\delta\sigma_{yy}=\nu(\delta\sigma_{xx}+\delta\sigma_{zz}).$$

Inserting this in the other components yields

$$\delta\varepsilon_{xx}=\frac{(1-\nu^2)\delta\sigma_{xx}-\nu(1+\nu)\delta\sigma_{zz}}{E},
\qquad
\delta\varepsilon_{xz}=\frac{1+\nu}{E}\,\delta\sigma_{xz},$$

and $\delta\varepsilon_{zz}$ follows from $\delta\varepsilon_{xx}$ by exchanging $x$ and $z$.

Forces balance inside the solid if the stresses come from one function $\phi(x,z)$, with subscripts on $\phi$ denoting derivatives:

$$\delta\sigma_{xx}=\phi_{zz},\qquad
\delta\sigma_{zz}=\phi_{xx},\qquad
\delta\sigma_{xz}=-\phi_{xz}.$$

For example, $\partial_x\delta\sigma_{xx}+\partial_z\delta\sigma_{xz}=\phi_{xzz}-\phi_{xzz}=0$. The strains must also derive from a displacement, which requires

$$\partial_z^2\delta\varepsilon_{xx}+\partial_x^2\delta\varepsilon_{zz}=2\,\partial_x\partial_z\delta\varepsilon_{xz}.$$

Substitute the stresses and multiply by $E$:

$$(1-\nu^2)(\phi_{zzzz}+\phi_{xxxx})-2\nu(1+\nu)\phi_{xxzz}=-2(1+\nu)\phi_{xxzz}.$$

Moving the right side over gives $\phi_{xxzz}$ the coefficient $2(1+\nu)(1-\nu)=2(1-\nu^2)$. Dividing by $1-\nu^2$ leaves

$$\phi_{xxxx}+2\phi_{xxzz}+\phi_{zzzz}=0 .$$

Try $\phi=f(z)\cos kx$. Then $(d^2/dz^2-k^2)^2f=0$. The solutions that decay into the solid, where $z\to-\infty$, are

$$f=(A+Bz)e^{kz}.$$

At $z=0$ the normal stress is $-k^2f(0)\cos kx=-k^2A\cos kx$. It must vanish, so $A=0$. The shear stress is $-\phi_{xz}=kf'\sin kx$, with $f'=B(1+kz)e^{kz}$. At the surface it equals $kB\sin kx$, and comparison with $-\sigma_0ka\sin kx$ gives $B=-\sigma_0a$. Thus

$$\phi=-\sigma_0a\,z\,e^{kz}\cos kx .$$

Two derivatives with respect to $z$ give

$$\delta\sigma_{xx}=-\sigma_0ka\,(2+kz)\,e^{kz}\cos kx,
\qquad
\delta\sigma_{xx}\big|_{z=0}=-2\sigma_0ka\cos kx .$$

The magnitude of the stress falls at the crests, where material can spread or contract sideways, and rises in the troughs. The finite-element solution tests the factor: it gives $-2.0005$ in place of $-2$.

### Energy density and critical wavelength

To first order, the energy density changes by the flat stress times the change of strain. The flat stress has $xx$ and $yy$ components, but $\delta\varepsilon_{yy}=0$. At the surface $\delta\sigma_{zz}=0$, so

$$\delta w=\sigma_0\,\delta\varepsilon_{xx}
=\frac{(1-\nu^2)\sigma_0}{E}\,\delta\sigma_{xx}
=-\frac{2(1-\nu^2)\sigma_0^2}{E}\,ka\cos kx .$$

From $w_0=(1-\nu)\sigma_0^2/E$ and $1-\nu^2=(1-\nu)(1+\nu)$,

$$\delta w=-2(1+\nu)w_0\,ka\cos kx .$$

This is the term anticipated at the start, with $c=2(1+\nu)$. It would be wrong to scale $w_0$ with the square of the local $\sigma_{xx}$, which would give $c=4$: the stress along $y$ does not fall in the same proportion. For $\nu=0.25$ the formula gives $-2.5$ for $\delta w/(w_0ka\cos kx)$, and the finite-element value is $-2.4985$.

To first order $\kappa=-h''=k^2a\cos kx$. The chemical potential changes by

$$\delta\mu=\Omega\left[\gamma k^2-2(1+\nu)w_0k\right]a\cos kx
=\Omega\gamma k(k-k_c)\,a\cos kx,$$

with

$$k_c=\frac{2(1+\nu)w_0}{\gamma}=\frac{2(1-\nu^2)\sigma_0^2}{E\gamma},
\qquad
\lambda_c=\frac{2\pi}{k_c}=\frac{\pi}{1+\nu}\,\frac{\gamma}{w_0}.$$

For $k<k_c$ atoms have a lower chemical potential on the crests than in the troughs. No threshold stress appears: in this model a weaker stress moves $\lambda_c$ to longer waves but does not remove the instability.

Take a model film with $E=100$ GPa, $\nu=0.25$, $e_0=0.02$ and $\gamma=1$ J/m². Then

$$\sigma_0=\frac{100\times0.02}{0.75}=2.667\ \text{GPa},\qquad
w_0=2.667\times10^9\times0.02=5.333\times10^7\ \text{J/m}^3 .$$

The basic length is $\gamma/w_0=18.75$ nm, and

$$\lambda_c=\frac{\pi}{1.25}\times18.75\ \text{nm}=47.1\ \text{nm}.$$

## Part II. Growth rates and use of the result

### Symbols and results carried over

The film has mean thickness $h_0$, Young modulus $E$, Poisson ratio $\nu$, elastic in-plane strain $e_0$, biaxial stress $\sigma_0=Ee_0/(1-\nu)$ and energy density $w_0=\sigma_0e_0$. The substrate has the same moduli. The surface energy is $\gamma$, the atomic volume is $\Omega$, and the surface carries a ripple $a\cos kx$ with $ka\ll1$ and $a<h_0$. Part I gave the first-order change of the chemical potential,

$$\delta\mu=\Omega\gamma k(k-k_c)\,a\cos kx,\qquad
k_c=\frac{2(1+\nu)w_0}{\gamma},\qquad
\lambda_c=\frac{2\pi}{k_c}.$$

It also gave the change of the surface energy density in terms of stress,

$$\delta w=-\frac{2(1-\nu^2)\sigma_0^2}{E}\,ka\cos kx .$$

### The same balance from the total energy

An implementation that computes total energies needs the energy of a ripple, not the local chemical potential. Raising the amplitude by $da$ adds material of height $\cos kx\,da$. The energy per area $f$ therefore obeys

$$\frac{df}{da}=\left\langle\frac{\delta\mu}{\Omega}\cos kx\right\rangle
=\tfrac12\gamma k(k-k_c)\,a,$$

where the brackets denote an average over one period and $\langle\cos^2kx\rangle=1/2$. The constant part of $\mu$ averages to zero because a cosine ripple moves material without adding any. Integration from zero amplitude gives

$$f=\tfrac14\gamma k(k-k_c)a^2
=\tfrac14\gamma k^2a^2-\tfrac12(1+\nu)w_0ka^2 .$$

The first term is the cost of extra surface, as can be seen directly from $\langle\tfrac12\gamma h'^2\rangle=\tfrac14\gamma k^2a^2$. The second is the elastic energy released. Conversely, the amplitude of $\delta\mu/\Omega$ is $4f/a$.

The released energy divided by $w_0ka^2$ should be $(1+\nu)/2=0.625$ at any thickness. Finite-element solutions with $k=0.1$ nm⁻¹ and $a=0.2$ nm give 0.6247 for a 3 nm film and 0.6248 for a 20 nm film. This tests both the coefficient and the absence of $h_0$. A root search on the total energy, with no use of the formula for $k_c$, places the critical wavelength of the model film at 47.14 nm, against 47.12 nm from the formula.

For a film under equal biaxial stress, the critical wavelength has been derived from the chemical potential and confirmed from the total energy, with no dependence on film thickness when film and substrate have equal moduli. What remains is to treat strain along one direction, to find how fast ripples grow and which wavelength grows fastest, and to see where the result fails.
